# Why 2k_F Screening Makes Two-Dimensional Resistivity Linear in Temperature

Q: My dilute two-dimensional electron gas has a resistivity that rises with $T$, far below the Fermi temperature, where I do not expect phonons. I thought a degenerate gas corrects everything by $(T/T_F)^2$. What model should I start from?

A: Take a parabolic band with total spin and valley degeneracy $g$, and randomly placed static impurities of areal density $n_i$. Treat the scattering in the Born approximation, without intervalley transfer, and the transport with the Boltzmann equation. I use effective Rydberg units: $\hbar=k_B=1$, $m^*=1/2$, $e^2/\kappa_d=2$ with $\kappa_d$ the background dielectric constant. Then $\varepsilon=k^2$, the density of states is $N_F=g/4\pi$, and the Coulomb interaction is $V(q)=4\pi/q$. Let $t=T/T_F$.

An impurity with bare potential $U(q)$ is screened by the gas. With the static density response $\chi(q,T)$ taken positive, the squared matrix element is
$$W=\frac{|U(q)|^2}{[1+A(q)\,\chi/N_F]^2},\qquad A=V(1-G)N_F=\frac{q_{TF}}{q}(1-G),\quad q_{TF}=g .$$
$G=0$ is the random-phase approximation (RPA); a nonzero $G(q)$ is a local-field factor.

For elastic scattering whose rate depends only on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$, a distortion $\delta f\propto\cos\theta_k$ keeps its shape under collisions. Scattering out removes it with weight 1, and scattering in restores it with weight $\cos\theta$. With $d^2k'=\tfrac12 d\varepsilon'\,d\theta$ the golden rule gives
$$\frac1{\tau(\varepsilon)}=2\pi n_i\int\frac{d^2k'}{(2\pi)^2}\,W\,(1-\cos\theta)\,\delta(\varepsilon-\varepsilon')=\frac{n_i}{4\pi}\int_0^{2\pi}d\theta\,(1-\cos\theta)\,W .$$
The momentum transfer is $q=2ks$ with $s=\sin(\theta/2)$. Then $1-\cos\theta=2s^2$, $d\theta=2\,ds/\sqrt{1-s^2}$, and each $s$ occurs twice, which gives a factor 8:
$$\frac1{\tau(\varepsilon)}=\frac{2n_i}{\pi}\int_0^1\frac{s^2\,W(2ks)}{\sqrt{1-s^2}}\,ds .$$
The conductivity is $\sigma=e^2g\int\frac{d^2k}{(2\pi)^2}v_x^2\,\tau\,(-\partial_\varepsilon f)$. Here $v=2k$, the angular mean of $v_x^2$ is $2\varepsilon$, and $d^2k/(2\pi)^2\to d\varepsilon/4\pi$, so
$$\sigma=\frac{e^2}{h}\,g\,\langle\varepsilon\tau\rangle,\qquad \langle\cdot\rangle=\int dy\,K(y)\,(\cdot),\quad y=\frac{\varepsilon-\mu}{T},\quad K=\frac{1}{4\cosh^2(y/2)} .$$
$K=-df/dy=f(1-f)$ is even and has unit area. Fixed density means $N_FT\ln(1+e^{\mu/T})=N_FE_F$, so $\mu=E_F+T\ln(1-e^{-1/t})$. The shift is exponentially small, and I set $\mu=E_F$ in the expansions.

Q: So where does my $t^2$ expectation hold, and where does it break?

A: It holds when $\varepsilon\tau$ is smooth at $E_F$ and $W$ does not depend on $T$. Define $h=\varepsilon\tau/(E_F\tau_F)$ as a function of $\varepsilon/E_F=1+ty$. Its Taylor series averages to $1+\tfrac12h''t^2\int y^2K\,dy$, because the odd term vanishes, and $\int y^2K\,dy=\pi^2/3$. Hence $\rho/\rho_0=1-(\pi^2/6)h''t^2$. This is what happens if $\chi$ is frozen at $N_F$ for all $q$.

The true $\chi$ is not smooth. Its definition is
$$\chi=g\int\frac{d^2k}{(2\pi)^2}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}.$$
Put $\mathbf q$ along $x$. The substitution $\mathbf k+\mathbf q\to-\mathbf k$ turns the second term into a copy of the first, so $\chi=2g\,\mathrm P\!\int\frac{d^2k}{(2\pi)^2}f_k/(q^2+2qk_x)$. At $T=0$ the $k_y$ integral is the chord $2\sqrt{k_F^2-k_x^2}$. With $k_x=k_F\cos\varphi$ and $a=q/2k_F$,
$$\frac{\chi_0}{N_F}=\frac{1}{\pi a}\,\mathrm P\!\int_0^\pi\frac{\sin^2\varphi}{a+\cos\varphi}\,d\varphi .$$
Write $\sin^2\varphi=(1-a^2)+(a-\cos\varphi)(a+\cos\varphi)$. The second piece integrates to $\pi a$. For the first, $u=\tan(\varphi/2)$ gives $\mathrm P\!\int_0^\infty 2\,du/[(a+1)+(a-1)u^2]$. For $a>1$ this is $\pi/\sqrt{a^2-1}$. For $a<1$ the primitive is proportional to $\ln|(b+u)/(b-u)|$ with $b^2=(1+a)/(1-a)$, which vanishes at both ends, so the principal value is zero. With $E\equiv q^2/4$, so that $a^2=E/E_F$,
$$\frac{\chi_0}{N_F}=1-\theta(E-E_F)\sqrt{1-E_F/E}.$$
The response is flat as long as $\mathbf q$ can join two points of the Fermi circle, and it falls with infinite slope beyond $2k_F$. A Taylor series about that point does not exist. The point matters because $q=2k_F$ is backscattering at the Fermi energy, where the transport weight $s^2/\sqrt{1-s^2}$ is largest.

Q: What does temperature do to that kink?

A: The Fermi function is a weighted sum of steps, $f(\varepsilon)=\int d\mu'\,T^{-1}K\big((\mu'-\mu)/T\big)\,\theta(\mu'-\varepsilon)$, as follows from $K=-df/dy$. Since $\chi$ is linear in $f$, it is the same weighted sum of zero-temperature functions with Fermi energy $\mu'$. This is the Maldague formula. Steps with $\mu'<0$ have an empty band and contribute nothing. Writing $\chi/N_F=1-\delta$,
$$\delta(E,T)=\Big\langle\sqrt{(E-\mu')_+/E}\Big\rangle_{\mu'}+O(e^{-1/t}),$$
where $(\cdot)_+$ is the positive part and the average is over $\mu'$ with weight $K$.

A second form is useful. Integrate $\int_0^\infty d\mu'\,(-\partial_{\mu'}f)\,\chi_0$ by parts. The boundary terms vanish because $\chi_0=0$ at $\mu'=0$ and $f=0$ at infinity. The derivative of $\chi_0/N_F$ is $1/(2E\sqrt{1-\mu'/E})$ for $\mu'<E$ and zero above. With $z=\sqrt{1-\mu'/E}$, $d\mu'=-2Ez\,dz$, this gives, with no approximation,
$$\frac{\chi}{N_F}=\int_0^1 f\big(E(1-z^2)\big)\,dz,\qquad \delta=\int_0^1\frac{dz}{1+e^{(\mu-E+Ez^2)/T}} .$$
Near the kink set $v=z\sqrt{E/T}$. The prefactor $\sqrt{T/E}$ equals $\sqrt t$ up to a relative $O(t)$, and the upper limit goes to infinity with exponentially small error:
$$\delta=\sqrt t\;\mathcal G\!\left(\frac{E-\mu}{T}\right),\qquad \mathcal G(z)=\int_0^\infty\frac{dv}{1+e^{v^2-z}} .$$
At $q=2k_F$, $w=v^2$ gives $\mathcal G(0)=\tfrac12\int_0^\infty w^{-1/2}(1+e^w)^{-1}dw$. Expanding $(1+e^w)^{-1}=\sum_n(-1)^{n+1}e^{-nw}$ yields $\tfrac12\Gamma(\tfrac12)\sum_n(-1)^{n+1}n^{-1/2}=\tfrac{\sqrt\pi}{2}(1-\sqrt2)\zeta(\tfrac12)=0.5361$. Direct two-dimensional quadrature of the definition of $\chi$ gives the same number. The screening at $2k_F$ therefore drops as $\sqrt t$: $\chi/N_F=1-0.5361\times0.1=0.9464$ at $t=0.01$.

The deficit is positive. On the plateau side the average mixes in steps with $\mu'<E$, for which $\chi_0<N_F$, and no step with $\chi_0>N_F$ exists to compensate.

Q: That is $\sqrt T$. How does it become $T$ in the resistivity?

A: The deficit acts over a narrow range of angles, and that range supplies a second $\sqrt t$. First expand the matrix element. The denominator is $1+A-A\delta=(1+A)(1-\kappa\delta)$ with $\kappa=A/(1+A)$, so
$$W=W_0\,(1-\kappa\delta)^{-2}=W_0\,(1+2\kappa\delta+3\kappa^2\delta^2+\dots),$$
where $W_0$ is $W$ at $\chi=N_F$. For $A>0$, which requires $G(2k_F)<1$, weaker screening means stronger scattering, and that fixes the metallic sign.

An electron of energy $\varepsilon$ probes $E=\varepsilon s^2$. Let $u=\varepsilon-E=\varepsilon(1-s^2)$ be the distance from exact backscattering. Then $|du|=2\varepsilon s\,ds$ and $ds/\sqrt{1-s^2}=du/(2s\sqrt{\varepsilon u})$. The deficit lives at $u\lesssim T$, so $s\to1$, $\varepsilon\to E_F$, and $W_0$ and $\kappa$ are taken at $2k_F$; each replacement has relative error $O(t)$. Define $I_0=\int_0^1s^2W_0(2k_Fs)(1-s^2)^{-1/2}ds$, so that $1/\tau_F=2n_iI_0/\pi$. For one step $\mu'$, with $a=\varepsilon-\mu'>0$, the first-order relative change of the rate is
$$\frac{2\kappa W_0(2k_F)}{I_0}\int_0^a\frac{du}{2\sqrt{E_Fu}}\sqrt{\frac{a-u}{E_F}}=\frac{2\kappa W_0(2k_F)}{I_0}\,\frac{1}{2E_F}\,\frac{\pi a}{2},$$
where $u=a\sin^2\psi$ turns the integral into $2a\int_0^{\pi/2}\cos^2\psi\,d\psi=\pi a/2$. For $a<0$ it vanishes. Hence
$$\tau_F\,\delta(1/\tau)=C\,\frac{\langle(\varepsilon-\mu')_+\rangle_{\mu'}}{E_F},\qquad C=\frac\pi2\,\kappa\,\frac{W_0(2k_F)}{I_0}.$$
The square-root kink of $\chi$ has become a linear kink in the rate. The remaining average is $T\int K(y')(y-y')_+dy'$. Its second derivative in $y$ is $K(y)$, and it vanishes as $y\to-\infty$. The function $L(y)=\ln(1+e^y)$ has both properties, since $L'=1-f$ and $L''=K$. So
$$\tau_F\,\delta(1/\tau)=C\,t\,\ln(1+e^{y}).$$
In angle, $u\sim T$ means $\pi-\theta\sim\sqrt t$, so a deficit $\sqrt t$ over a window $\sqrt t$ gives $t$. The numerical check evaluates the unexpanded rate for in-plane charges with $C=1.1873$ at $t=10^{-6}$. For the relative excess rate divided by $t$, at $y=-2,0,3$, it finds $0.1507$, $0.8233$, $3.6244$, against $0.1507$, $0.8230$, $3.6197$ from the formula. The largest difference is about $0.1\%$ of the formula value, the relative size $\sqrt t$ of the next order.

Q: Then I put the electron at the Fermi level, $y=0$, and get $\rho/\rho_0=1+Ct\ln2$?

A: That is the effect of smearing the kink alone, and it gives the power of $T$ and the sign. It is not the full coefficient of this model. The carriers are spread over $y\sim1$, and $L(y)$ changes by order one over that range. To first order $\sigma/\sigma_0=\langle h\,(1-CtL)\rangle$, and $h=1+O(t)$ in the correction term, so $\rho/\rho_0=1+Ct\langle L\rangle$. Integrating by parts with $K=-f'$, the boundary term $fL$ vanishes at both ends:
$$\langle L\rangle=\int f\,L'\,dy=\int f(1-f)\,dy=\int K\,dy=1 .$$
The result is $\rho/\rho_0=1+Ct$, larger than the Fermi-level estimate by $1/\ln2$.

Smearing is not even necessary for a linear term. Keep the kink sharp, $\mu'=\mu$. Electrons above $E_F$ still backscatter with $q>2k_F$, where screening is weaker, and the average is $\int_0^\infty yK\,dy=\int_0^\infty f\,dy=\ln2$. The governing quantity is $(\varepsilon-\mu')_+$, where the carrier energy and the Fermi energy of the screening step are independently distributed with the same $K$. Freezing either one gives $\ln2$. The two do not add: for a symmetric variable the mean positive part is half the mean modulus, and $|y-y'|\le|y|+|y'|$ bounds the joint result by $2\ln2$, with a shortfall whenever $y$ and $y'$ have the same sign. The value is 1.

The program computes $\rho(T)$ without any expansion in $t$ and extracts the coefficients by a polynomial fit in $\sqrt t$, for seven models. Each frozen variant gives $0.6931\,C$, the full average gives $C$, and with the kink removed the linear coefficient is zero within the tolerance of the fit.

Q: My curves bend upward. What is the next term?

A: It is $t^{3/2}$, from $3\kappa^2\delta^2$. With $u=Tw$ the measure is $du/(2\sqrt{E_Fu})=\sqrt t\,dw/(2\sqrt w)$ and $\delta^2=t\,\mathcal G(y-w)^2$. Average over $y$ and set $z=y-w$:
$$J=\int dz\,\mathcal G(z)^2\int_0^\infty\frac{dw}{2\sqrt w}K(z+w).$$
With $w=v^2$ the inner integral is $\int_0^\infty K(z+v^2)\,dv$. Differentiating the definition gives $\mathcal G'(z)=\int_0^\infty K(v^2-z)\,dv$, so the inner integral is $\mathcal G'(-z)$. Therefore
$$\frac{\rho}{\rho_0}=1+Ct+Dt^{3/2}+O(t^2),\qquad D=3J\kappa^2\frac{W_0(2k_F)}{I_0},\qquad J=\int\mathcal G(z)^2\mathcal G'(-z)\,dz=0.6927 .$$
No other term enters at this order. The replacements made in the linear term have relative error $O(t)$, the $\delta^3$ term scales as $t^{3/2}\sqrt t$, and the inversion from rate to $\tau$ to $\rho$ is quadratic in $Ct$. All of these are $t^2$. The expansion parameter is $\sqrt t$, so the purely linear regime is narrow: $D/C=6J\kappa/\pi$ is of order one at strong screening.

Q: Why is this a property of dilute gases?

A: Two factors depend on density. From $n=gk_F^2/4\pi=1/\pi r_s^2$ follow $E_F=4/(gr_s^2)$ and $x\equiv q_{TF}/2k_F=g^{3/2}r_s/4$. In RPA $\kappa=x/(1+x)$, the fraction of the backscattering denominator that comes from screening. For charges in the plane, $U=4\pi/q$ and $W_0=(4\pi/2k_F)^2/(s+x)^2$, so
$$C=\frac{\pi}{2}\,\frac{x}{(1+x)^3}\Big/\int_0^1\frac{s^2\,ds}{(s+x)^2\sqrt{1-s^2}} .$$
As $x\to0$ the integral tends to $\pi/2$ and $C\to x$: a barely screened potential is insensitive to a change of screening. As $x\to\infty$ it tends to $\pi/4x^2$, so $C\to2$ and $D\to12J/\pi=2.646$. Treating $W_0$ as independent of $s$ while keeping $\kappa$ gives $2x/(1+x)$. That overestimates $C$, because $W_0$ falls with $s$ and so $I_0>\pi W_0(2k_F)/4$. At $x=0.5$ it gives $0.667$ against $0.502$.

The second factor is $T_F$ itself: $d\ln\rho/dT=C/T_F=Cgr_s^2/4$ at $T\to0$. For $g=4$, going from $r_s=1$ to $8$ raises $C$ from $1.187$ to $1.848$, while the slope rises from $1.187$ to $118.3$ Ry*$^{-1}$. Of this factor of about 100, a factor $8^2=64$ is the falling Fermi temperature. Larger degeneracy helps both factors at fixed density.

Q: I do not know what my disorder is. How much does it matter?

A: It enters through $W_0(2k_F)/I_0$, the weight of backscattering in the transport rate. Let $|U|^2\propto q^{2\alpha}$. At $x\to\infty$, $\kappa\to1$ and $W_0\propto q^{2\alpha+2}$. With $s=\cos\varphi$, $I_0/W_0(2k_F)=\int_0^{\pi/2}\cos^{2\alpha+4}\varphi\,d\varphi$, which is $\pi/4$, $3\pi/16$, $5\pi/32$ for $\alpha=-1,0,1$. Thus $C=2$ for in-plane charges, $8/3$ for a short-range bare potential and $16/5$ for $\alpha=1$. The fits at $x=10^4$ give $1.9997$, $2.6664$, $3.1996$.

Charges set back a distance $d$ carry $U\propto e^{-qd}$, so $W_0$ gains $e^{-2qd}$, which cuts $q=2k_F$ more than any smaller $q$. At $x=16$ and $k_Fd=1$, $C$ falls from $1.848$ to $0.709$. A local-field factor lowers $A$ and reshapes $W_0$. With the Hubbard form $G=q/(g\sqrt{q^2+k_F^2})$, $g=2$ and $x=2$, $C=0.942$ against $1.187$ in RPA.

Q: Can you put in numbers for a sample like mine?

A: Take round model parameters: $g=4$, $r_s=8$, in-plane charges with $n_i=0.01\,n$, RPA. For conversion use $m^*=0.2\,m_e$ and $\kappa_d=8$, so Ry* $=42.5$ meV and $a^*=2.117$ nm.

The density is $n=1/(64\pi)=4.974\times10^{-3}\,a^{*-2}$, or $1.11\times10^{11}$ cm$^{-2}$. Then $k_F=2/(2\times8)=0.125\,a^{*-1}$ and $E_F=0.015625$ Ry*, or $T_F=7.71$ K. Further $x=4/0.25=16$ and $\kappa=16/17=0.94118$. The backscattering element is $W_0(2k_F)=(4\pi/4.25)^2=8.7426$ Ry*$^2a^{*4}$, quadrature gives $I_0=6.9924$ in the same unit, and the ratio is $1.2503$. So
$$C=\frac\pi2\times0.94118\times1.2503=1.848,\qquad D=3\times0.69272\times0.94118^2\times1.2503=2.302 .$$
The Fermi-level estimate would be $C\ln2=1.281$, and $2x/(1+x)=1.882$. The relaxation time is $\tau_F=\pi/(2\times4.9736\times10^{-5}\times6.9924)=4517\,\hbar/$Ry*, so $E_F\tau_F=70.6\,\hbar$ and $\rho_0=1/(4\times70.573)=0.003542\,h/e^2=91.4\ \Omega$. The initial slope is $1.8484/0.015625=118.3$ Ry*$^{-1}$, or $0.240$ K$^{-1}$.

| $t$ | $T\tau_F/\hbar$ | numerical $\rho/\rho_0$ | $1+Ct$ | $1+Ct+Dt^{3/2}$ |
|---|---|---|---|---|
| 0.02 | 1.41 | 1.0430 | 1.0370 | 1.0435 |
| 0.05 | 3.53 | 1.1146 | 1.0924 | 1.1182 |
| 0.10 | 7.06 | 1.2451 | 1.1848 | 1.2576 |
| 0.20 | 14.11 | 1.5517 | 1.3697 | 1.5756 |

At $t=0.05$, which is $0.39$ K, the model gives $101.9\ \Omega$. The linear term supplies $0.0924$ of the total rise $0.1146$, so a chord drawn from $T=0$ to this point has slope $0.1146/0.05=2.29$, which is $24\%$ above $C$. A straight-line fit over such a range does not measure $C$.

The two-term formula overshoots by $1.11815-1.11459=0.0036$ in $\rho/\rho_0$, about $3\%$ of the rise. Divided by $t^2$, the overshoot is about $0.85$, $1.16$, $1.43$, $1.25$ and $0.60$ at $t=0.01$, $0.02$, $0.05$, $0.1$ and $0.2$. This ratio is not constant, so over this range the remainder is not a single $t^2$ term, and these numbers do not give the $t^2$ coefficient. The kink-free Sommerfeld coefficient, $-0.125$, is several times smaller in magnitude than any of them. One further negative piece is visible. If the relative excess rate is $r(y)=CtL$, then $\rho/\rho_0=1/\langle h\,(1+r)^{-1}\rangle$. The part that does not involve the energy dependence of $h$ is $1+\langle r\rangle-(\langle r^2\rangle-\langle r\rangle^2)+\dots$, where the variance enters with a minus sign because weakly scattered carriers conduct in parallel with strongly scattered ones. Integrating by parts as before, $\langle L^2\rangle=2\int fLL'\,dy=2\int KL\,dy=2$, so this piece is $-C^2t^2\approx-3.4\,t^2$. It does not explain the overshoot by itself, because other pieces of the same order in $t$ are of similar size. The term $4\kappa^3\delta^3$ in $W/W_0$ gives about $+3.6\,t^2$. The weight $h=1+h'ty+\dots$ correlates with $r$: since $L(y)-L(-y)=y$, $\langle yL\rangle=\tfrac12\langle y^2\rangle=\pi^2/6$, and with $h'\approx1.05$ this adds $h'C(\pi^2/6)\,t^2\approx+3.2\,t^2$. The relative $O(t)$ corrections to the linear term also enter at this order and are not evaluated here. I have not derived the full $t^2$ coefficient, and no single piece accounts for the overshoot.

Q: When should I distrust all this?

A: There are four limits. The expansion needs $t\ll1$, and really $\sqrt t\ll1$ for the linear term to stand alone.

At low $T$ the calculation uses the $\chi$ of a clean gas. Collisions give the states an energy width set by the single-particle lifetime, and the kink cannot be sharper than that. For strongly screened in-plane charges this lifetime is close to the transport time $\tau$; for remote charges it is shorter, and the condition below is stricter. The thermal argument therefore needs $T\tau\gg\hbar$. This is an estimate of scales, not something computed here. In the example $T\tau_F=0.71\,\hbar$ at $t=0.01$, so the condition has failed just where $1+Ct$ becomes a fair description, and the usable window is one where the $t^{3/2}$ term counts. The Boltzmann equation also needs $E_F\tau\gg\hbar$, and it omits localization corrections.

The Born approximation treats each screened impurity as weak. The example does not satisfy this well: with a density of states $1/4\pi$ per spin and valley, the first-order phase shift at $E_F$ is about $\pi\sqrt{W_0(2k_F)}/4\pi=0.74$ rad, which is not small. The numbers there, $\rho_0$ included, illustrate the Born model and are not estimates for a real sample.

The fourth limit is the interaction. RPA at $r_s=8$ is a model, not a controlled approximation, and the Hubbard case shows that $C$ responds to the local field. In RPA the model also keeps just the direct potential of the density ripple around each impurity; a local-field factor represents exchange only through a static function of $q$. The electron has an exchange interaction with that same $2k_F$ ripple, and nothing derived here shows its contribution to be smaller than $Ct$ or fixes its sign. The numerical $\rho(T)$ confirms the expansion of this screening model; it omits exchange, phonons and localization, and it is not a prediction of a measured slope.

## Computed values

```
universal numbers (dimensionless)
Gs(0): zeta formula 0.536077, 2D quadrature 0.536077
<ln(1+e^y)> = 1.000000, <y_+> = 0.693147, ln2 = 0.693147
J = 0.69272, strong-screening D = 12J/pi = 2.6460
excess rate/t at x=2, t=1e-6, y=-2,0,3: numeric 0.1507 0.8233 3.6244
  C ln(1+e^y) with C=1.1873: 0.1507 0.8230 3.6197
model | C formula, fit | D formula, fit | shell fit/C, sharp fit/C | no-kink fit
charge x=16 | 1.8484 1.8484 | 2.3016 2.3016 | 0.6931 0.6931 | 4.3e-09
charge x=0.5 | 0.5023 0.5023 | 0.2215 0.2215 | 0.6931 0.6931 | 1.6e-10
remote x=16 kFd=1 | 0.7092 0.7092 | 0.8831 0.8831 | 0.6931 0.6931 | -5.1e-08
Hubbard x=2 g=2 | 0.9416 0.9416 | 0.6541 0.6541 | 0.6931 0.6931 | 2.8e-09
alpha=-1 x=1e4 | 1.9997 1.9997 | 2.6454 2.6454 | 0.6931 0.6931 | 4.1e-09
alpha=0 x=1e4 | 2.6663 2.6664 | 3.5272 3.5267 | 0.6931 0.6931 | 4.2e-09
alpha=1 x=1e4 | 3.1996 3.1996 | 4.2327 4.2309 | 0.6931 0.6931 | 6.1e-08
no kink, x=16: t^2 coefficient Sommerfeld -0.12537, numeric -0.12537
example: g=4, r_s=8, n_i/n=0.01, m*=0.2 m_e, kappa_d=8
Ry* = 42.518 meV, a* = 2.1167 nm
n = 4.97359e-03 a*^-2 = 1.1101e+11 cm^-2, n_i = 4.97359e-05 a*^-2
k_F = 0.1250 1/a*, q_TF = 4.0 1/a*, x = 16.000, kappa = 0.94118
E_F = 0.015625 Ry*, T_F = 7.709 K
W(2kF) = 8.7426 Ry*^2 a*^4, I0 = 6.9924 Ry*^2 a*^4
W(2kF)/I0 = 1.25030
C = 1.8484, C ln2 = 1.2812, 2x/(1+x) = 1.8824, D = 2.3016
tau = 4516.7 hbar/Ry*, E_F tau = 70.57 hbar
rho0 = 0.003542 h/e^2 = 91.44 ohm
slope C/T_F = 118.30 1/Ry* = 0.2398 1/K
t | T (Ry*) | T tau (hbar) | chi(2kF)/N_F | rho/rho0 numeric | 1+Ct | 1+Ct+Dt^1.5
0.01 | 1.563e-04 | 0.71 | 0.9464 | 1.02070 | 1.01848 | 1.02079
0.02 | 3.125e-04 | 1.41 | 0.9242 | 1.04302 | 1.03697 | 1.04348
0.05 | 7.813e-04 | 3.53 | 0.8801 | 1.11459 | 1.09242 | 1.11815
0.10 | 1.563e-03 | 7.06 | 0.8305 | 1.24508 | 1.18484 | 1.25763
0.20 | 3.125e-03 | 14.11 | 0.7599 | 1.55174 | 1.36969 | 1.57555
t=0.05: T = 0.3855 K, rho = 101.92 ohm
g=4 in-plane charges: r_s | x | C | 2x/(1+x) | C/T_F (1/Ry*)
0.25 | 0.50 | 0.5023 | 0.6667 | 0.0314
1.00 | 2.00 | 1.1873 | 1.3333 | 1.1873
2.00 | 4.00 | 1.4986 | 1.6000 | 5.9944
4.00 | 8.00 | 1.7165 | 1.7778 | 27.4646
8.00 | 16.00 | 1.8484 | 1.8824 | 118.2999
```
